# Smearing of occupations in metals: entropy, order of error, occupation range, part 1

(Sections cited here and not found follow in the second part.)

## Smearing of occupations: generalized entropy, order of the error, range of the occupations

A density-functional calculation for a metal replaces the integral over the Brillouin zone by a finite sum. The sharp Fermi step makes the summand discontinuous, so the step is smoothed over an energy $\sigma$. One must then choose the smoothing function, choose $\sigma$, and decide which energy to report and to differentiate for forces. These choices hang on three results: each smoothing function fixes one entropy term, for a density of states that is smooth near the Fermi energy the first nonvanishing moment after the norm fixes the power of $\sigma$ in the error of the free energy from which forces derive, unless the derivative of the density of states that multiplies it vanishes, and, where the density of states at the Fermi energy is nonzero, a power above two cannot be had for that free energy with occupations between 0 and 1.

### The entropy that belongs to a smearing function

Let $x=(\mu-\varepsilon)/\sigma$, positive below the chemical potential $\mu$. Let $d(x)$ be a continuous function that decays at least exponentially, with $\int d\,dx=1$ and moments $M_k=\int x^k d(x)\,dx$. The occupation of a spin orbital is
$$f(x)=\int_{-\infty}^{x}d(t)\,dt,\qquad f'=d,\quad f(-\infty)=0,\quad f(\infty)=1 .$$
The Kohn-Sham energy of orthonormal orbitals $\psi_i$ with occupations $f_i$ is $E=\sum_i f_i\langle\psi_i|\hat T+v|\psi_i\rangle+E_{Hxc}[n]$, with $n=\sum_i f_i|\psi_i|^2$. Since $\partial n/\partial f_i=|\psi_i|^2$ and $\delta E_{Hxc}/\delta n=v_{Hxc}$, the chain rule gives $\partial E/\partial f_i=\langle\psi_i|\hat H|\psi_i\rangle=\varepsilon_i$ (Janak's relation), and $E$ is stationary under changes of the orbitals when they are eigenfunctions of $\hat H$. It is not stationary under changes of fractional occupations: moving charge from level $j$ to level $i$ changes $E$ at the rate $\varepsilon_i-\varepsilon_j$.

We seek $F=E-\sigma S$, $S=\sum_i s_i$, that is stationary at fixed electron number $N$ when $f_i=f(x_i)$. Here $S$ is in units of $k_B$, and $\sigma=k_BT$ defines a temperature that is physical only for the Fermi-Dirac function. Because $f$ need not be invertible, each level gets a free variable $y_i$, with occupation $f(y_i)$ and entropy $s(y_i)$. With $\mu$ as the multiplier for $N$ and $\varepsilon_i-\mu=-\sigma x_i$,
$$\frac{\partial}{\partial y_i}\Big[F-\mu\sum_j f(y_j)\Big]=(\varepsilon_i-\mu)\,d(y_i)-\sigma s'(y_i)=-\sigma\,[\,x_i\,d(y_i)+s'(y_i)\,].$$
This must vanish at $y_i=x_i$ wherever the level lies, so $s'(x)=-x\,d(x)$ for all $x$. The infinitely many empty levels must contribute nothing, so $s(-\infty)=0$ and
$$s(x)=-\int_{-\infty}^{x}t\,d(t)\,dt. \tag{1}$$
Deep levels carry $s(\infty)=-M_1$. A nonzero $M_1$ only shifts $\mu$ by $\sigma M_1$ and adds the constant $\sigma M_1N$ to $F$, so we choose $M_1=0$ from here on.

For one level at fixed $x$, the functional divided by $\sigma$ is $a(y)=-xf(y)-s(y)$. By (1), $a'(y)=d(y)(y-x)$ and $a''(x)=d(x)$. The point $y=x$ is a minimum along this variable only where $d>0$. If $d>0$ everywhere, $s$ is a function of $f$ with $ds/df=-x$, and it is concave because $d^2s/df^2=-1/d$. If $d$ changes sign, $s(f)$ has several branches, levels with $d(x_i)<0$ sit at a maximum of $a$, and the zeros of $d$ are further stationary points. The functional $F-\mu\sum_jf(y_j)$ at fixed $\mu$ is then stationary but not minimal along the variable of such a level. At fixed $N$ the variables move together: for two fixed levels $\delta f_1=-\delta f_2$, and the curvature of $F$ has the sign of $1/d_1+1/d_2=(d_1+d_2)/(d_1d_2)$. With one negative $d$ the point is a maximum along the constraint if $d_1+d_2>0$ and a local minimum if $d_1+d_2<0$. If all levels lie where $d>0$, the point can be a local minimum without being the lowest value. For MP1 (defined below) with two levels at $\pm\sigma$ holding one electron, $F=-[\operatorname{erf}(1)+e^{-1}/(2\sqrt\pi)]\,\sigma=-0.946\,\sigma$ at the stationary point, while integer occupations give $-\sigma$.

Stationarity is enough for derivatives. Let $\lambda$ be a parameter of the external Hamiltonian, such as a nuclear position, in a basis that does not depend on it. Orbitals and $y_i$ change with $\lambda$ and $\sigma$, but at fixed $N$ these changes do not alter $F$ in first order, so only the explicit dependence survives:
$$\frac{dF}{d\sigma}=-S,\qquad \frac{dF}{d\lambda}=\sum_i f_i\Big\langle\psi_i\Big|\frac{\partial \hat H}{\partial\lambda}\Big|\psi_i\Big\rangle. \tag{2}$$
Here $\partial\hat H/\partial\lambda$ is taken at fixed density, so the response of $v_{Hxc}$ is not included. When $\lambda$ is a nuclear position, the repulsion between the nuclei adds its own derivative. From $E=F+\sigma S$ follows $dE/d\lambda=dF/d\lambda+\sigma\,dS/d\lambda$. Hellmann-Feynman forces are minus the gradients of $F$, not of $E$.

### The four families

*Fermi-Dirac (FD).* With $f=1/(1+e^{-x})$ one has $d=f(1-f)>0$ and $x=\ln f-\ln(1-f)$. Then $ds/df=-\ln f+\ln(1-f)$, whose integral with $s=0$ at $f=0$ is $s=-f\ln f-(1-f)\ln(1-f)$, the entropy of independent fermions. Its second moment is $M_2=\pi^2/3$, evaluated by quadrature as 3.289868.

*Gaussian (G).* For $d=e^{-x^2}/\sqrt\pi$, $f=\tfrac12\operatorname{erfc}(-x)$. Since $-te^{-t^2}$ is the derivative of $\tfrac12e^{-t^2}$, equation (1) gives $s=e^{-x^2}/(2\sqrt\pi)$. The Gaussian averages needed below are $\langle x^2\rangle=\tfrac12$ and $\langle x^4\rangle=\tfrac34$, which are $M_2$ and $M_4$.

*Methfessel-Paxton of order $N$ (MP$N$).* In this name and in the Hermite formulas $N$ is the order, not the electron number. With Hermite polynomials defined by $H_me^{-x^2}=(-1)^m\,d^m e^{-x^2}/dx^m$,
$$d=\sum_{n=0}^{N}A_nH_{2n}(x)\,e^{-x^2},\qquad A_n=\frac{(-1)^n}{n!\,4^n\sqrt\pi}.$$
The definition gives $(H_me^{-x^2})'=-H_{m+1}e^{-x^2}$, so each term with $n\ge1$ integrates at once:
$$f=\tfrac12\operatorname{erfc}(-x)-\sum_{n=1}^{N}A_nH_{2n-1}(x)\,e^{-x^2}.$$
For the entropy use the recurrence $xH_m=\tfrac12H_{m+1}+mH_{m-1}$ and $2nA_n=-\tfrac12A_{n-1}$, which follows from $A_n=-A_{n-1}/(4n)$:
$$x\sum_{n=0}^NA_nH_{2n}=\tfrac12\sum_{n=0}^{N}A_nH_{2n+1}-\tfrac12\sum_{n=1}^{N}A_{n-1}H_{2n-1}=\tfrac12A_NH_{2N+1}.$$
The second sum, relabelled $n\to n+1$, cancels all terms of the first except the last. Hence $s'=-\tfrac12A_NH_{2N+1}e^{-x^2}$, which integrates to
$$s=\tfrac12A_NH_{2N}(x)\,e^{-x^2}. \tag{3}$$
$N=0$ is the Gaussian. With $H_1=2x$, $H_2=4x^2-2$ and $H_4=16x^4-48x^2+12$, MP1 has $d=(\tfrac32-x^2)e^{-x^2}/\sqrt\pi$, $f=\tfrac12\operatorname{erfc}(-x)+xe^{-x^2}/(2\sqrt\pi)$ and $s=(1-2x^2)e^{-x^2}/(4\sqrt\pi)$, and MP2 has $d=(\tfrac{15}{8}-\tfrac52x^2+\tfrac12x^4)e^{-x^2}/\sqrt\pi$.

The moments come from the transform $\hat d(k)=\int d\,e^{ikx}dx=\sum_m (ik)^mM_m/m!$. Integration by parts turns each derivative into a factor $-ik$, so $H_{2n}e^{-x^2}$ transforms to $(-1)^nk^{2n}\sqrt\pi e^{-k^2/4}$. With $w=k^2/4$,
$$\hat d=e^{-w}\sum_{n=0}^{N}\frac{w^n}{n!}=1-e^{-w}\sum_{n>N}\frac{w^n}{n!}=1-\frac{w^{N+1}}{(N+1)!}+\dots$$
No power of $k$ appears between the zeroth and the $(2N+2)$th, so $M_1=\dots=M_{2N+1}=0$. Comparing the $k^{2N+2}$ terms, with $i^{2N+2}=(-1)^{N+1}$,
$$M_{2N+2}=\frac{(-1)^N(2N+2)!}{4^{N+1}(N+1)!},$$
that is $M_4=-\tfrac34$ for MP1 and $M_6=\tfrac{15}{8}$ for MP2.

*Marzari-Vanderbilt (MV).* Try a shifted Gaussian times a linear factor, $d=(1+bu)e^{-u^2}/\sqrt\pi$ with $u=x-c$. It is normalized because odd powers of $u$ average to zero. With $x=u+c$,
$$M_1=c+\tfrac b2,\qquad M_2=\langle(u^2+2cu+c^2)(1+bu)\rangle=\tfrac12+c^2+bc .$$
$M_1=0$ gives $b=-2c$, and then $M_2=\tfrac12-c^2=0$ gives $c=\pm1/\sqrt2$. For $c=+1/\sqrt2$, $d=(1-\sqrt2u)e^{-u^2}/\sqrt\pi=(2-\sqrt2x)e^{-u^2}/\sqrt\pi$, and since $\int_{-\infty}^u(-\sqrt2t)e^{-t^2}dt=e^{-u^2}/\sqrt2$,
$$f=\tfrac12\operatorname{erfc}(-u)+\frac{e^{-u^2}}{\sqrt{2\pi}} .$$
Both terms are positive, so $f>0$. The other sign gives the mirror function $d(-x)$ with occupation $1-f(-x)<1$, which goes negative. For the entropy, $x(1-\sqrt2u)=(u+c)(1-\sqrt2u)=(1-2u^2)/\sqrt2$ because $\sqrt2c=1$ cancels the linear terms, and $(1-2u^2)e^{-u^2}=(ue^{-u^2})'$. Therefore
$$s=-\frac{u\,e^{-u^2}}{\sqrt{2\pi}},\qquad u=x-\frac1{\sqrt2}. \tag{4}$$
Higher moments follow by writing $x^k(1-\sqrt2u)=x^{k-1}(1-2u^2)/\sqrt2$ and keeping even powers of $u$. For $k=3$ the even part of $x^2$ is $u^2+\tfrac12$, and $\langle(u^2+\tfrac12)(1-2u^2)\rangle=\langle\tfrac12-2u^4\rangle=-1$, so $M_3=-1/\sqrt2$. For $k=4$ the even part of $x^3$ is $c(3u^2+\tfrac12)$, and $\langle(3u^2+\tfrac12)(1-2u^2)\rangle=\langle\tfrac12+2u^2-6u^4\rangle=-3$, so $M_4=-3c/\sqrt2=-\tfrac32$.

### Order of the error

Let $g(\varepsilon)$ be the density of states, spin included, bounded below in energy and at first independent of $\sigma$. Assume $g(\varepsilon_F)>0$ and $g$ smooth over several $\sigma$ around the Fermi energy $\varepsilon_F$ of the sharp step. Let $p\ge2$ be the index of the first nonzero moment after $M_0$: $p=2$ for FD and G, $2N+2$ for MP$N$, 3 for MV.

The grand potential is $\Omega(\mu)=\int g\,[(\varepsilon-\mu)f-\sigma s]\,d\varepsilon=-\sigma\int g\,\phi(x)\,d\varepsilon$ with $\phi=xf+s$. By (1), $\phi'=f+xd-xd=f$ and $\phi''=d$. Each $\mu$-derivative brings a factor $1/\sigma$, so $\Omega'=-\int gf\,d\varepsilon$ is minus the electron number, and with $\varepsilon=\mu-\sigma x$, $\Omega''=-\int g(\mu-\sigma x)\,d(x)\,dx$. The sharp-step potential obeys $\Omega_0''=-g$. Both potentials and their first derivatives vanish as $\mu\to-\infty$, so integrating twice gives the exact relation
$$\Omega(\mu)=\int\Omega_0(\mu-\sigma x)\,d(x)\,dx. \tag{5}$$
Expanding $\Omega_0$ about $\mu$ and using $\Omega_0^{(k)}=-g^{(k-2)}$ yields an asymptotic series for $\delta\Omega=\Omega-\Omega_0$ and for the excess electron number $\delta N=-\delta\Omega'$ at given $\mu$:
$$\delta\Omega=-\sum_{k\ge p}\frac{(-\sigma)^kM_k}{k!}g^{(k-2)},\qquad \delta N=\sum_{k\ge p}\frac{(-\sigma)^kM_k}{k!}g^{(k-1)} .$$
At fixed $N$ put $\mu=\varepsilon_F+\delta\mu$. The number condition is $g\,\delta\mu+\delta N=0$ in leading order. In $F=\Omega(\mu)+\mu N$ insert $\Omega_0(\mu)=\Omega_0(\varepsilon_F)-N\delta\mu-\tfrac12g\,\delta\mu^2$ and $\delta\Omega(\mu)=\delta\Omega(\varepsilon_F)-\delta N\,\delta\mu$. The terms $N\delta\mu$ cancel and $\Omega_0(\varepsilon_F)+\varepsilon_FN=E_0$, the sharp-step energy. The rest is $-\delta N\,\delta\mu-\tfrac12g\,\delta\mu^2=\delta N^2/g-\delta N^2/(2g)$, so
$$F-E_0=\delta\Omega(\varepsilon_F)+\frac{\delta N^2}{2g}+\dots,\qquad \delta\mu=-\frac{\delta N}{g}. \tag{6}$$
The second term is of order $\sigma^{2p}$, and the leading error is
$$F-E_0=-\frac{(-\sigma)^pM_p}{p!}\,g^{(p-2)}(\varepsilon_F). \tag{7}$$
Inserting the moments gives $-\pi^2\sigma^2g/6$ (FD), $-\sigma^2g/4$ (G), $+\sigma^4g''/32$ (MP1), $-\sigma^6g''''/384$ (MP2) and $-\sigma^3g'/(6\sqrt2)$ (MV). The next MV term is $-\sigma^4M_4g''/24=+\sigma^4g''/16$. Where $g'(\varepsilon_F)=0$, MV is thus of fourth order with twice the MP1 coefficient.

In a self-consistent calculation $g$ depends on $\sigma$, but (2) still holds. There $S=\sigma\int g_\sigma(\mu-\sigma x)s(x)\,dx$, and integration by parts with $s'=-xd$ gives $\int x^ks\,dx=M_{k+2}/(k+1)$. The first surviving Taylor term has $k=p-2$, so $S=\sigma(-\sigma)^{p-2}M_p\,g_\sigma^{(p-2)}(\mu)/(p-1)!$. If $g_\sigma^{(p-2)}(\mu)$ tends to its sharp-step value as $\sigma\to0$, integrating $dF/d\sigma=-S$ from zero returns (7). Higher terms can differ from those of (6), which was derived for fixed $g$.

Write $F-E_0=\sum_q c_q\sigma^q$, $q\ge p$. Then $E=F-\sigma\,dF/d\sigma$ gives $E-E_0=\sum_q(1-q)c_q\sigma^q$: in leading order $E$ errs in the opposite direction from $F$ and $p-1$ times as much. The combination
$$E_{\rm ext}=\frac{(p-1)F+E}{p}=F+\frac{\sigma S}{p},\qquad E_{\rm ext}-E_0=\sum_{q}\frac{p-q}{p}\,c_q\sigma^q, \tag{8}$$
removes the term $q=p$. For even $d$ only even $q$ occur, so the residual order is 4 for FD and G and 6 for MP1, and it is 4 for MV. The weight must match $p$: for MP1, $(2F+E)/3$ leaves $(2+1-4)/3=-\tfrac13$ of the $\sigma^4$ error. Where the leading term dominates, equation (8) also gives $F-E_0\approx-\sigma S/p$, an error estimate available from a single run. For MV with small $g'(\varepsilon_F)$ the terms in $\sigma^3$ and $\sigma^4$ can nearly cancel, and the estimate can then have the wrong sign, because it weights the second term by $\tfrac43$. $E_{\rm ext}$ is not stationary, and its gradient differs from the Hellmann-Feynman one by $(\sigma/p)\,dS/d\lambda$.

Each smearing function fixes its entropy, and for a smooth density of states that is nonzero at the Fermi energy, the first nonvanishing moment after the norm sets the leading error of $F$, which $E_{\rm ext}$ removes. What remains is to show what a higher order costs in the range of the occupations, where the orders fail, and how the results work in an algorithm and a numerical example.
